# Phase Averaging and Exponential Resistance in a Single-Channel Filament: a program that tests the result

```python
"""
Result under test: for coherent scatterers in one channel, with every
round-trip phase uniform and independent, the average of ln T equals the sum
of ln T_j. The geometric-mean two-terminal resistance is then
(h/2e^2) * product(1/T_j), exponential in the number of scatterers.

Symbols: T transmission, R = 1-T, k wave number (1/angstrom), g strength of a
delta scatterer (eV angstrom), beta = 2 m g/hbar^2, zeta = beta/(2k).
Waves are obtained by propagating psi and psi' through the potential.
"""
import numpy as np
from scipy import constants as const
from scipy.special import spence

HB2_2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e20   # eV angstrom^2
HBAR_EVFS = const.hbar / const.e * 1e15                    # eV fs
R_UNIT = const.h / (2 * const.e**2) / 1e3                  # kilo-ohm
KB = const.k / const.e                                     # eV/K


def wave_number(energy, mass=1.0):
    return np.sqrt(mass * energy / HB2_2M)


def inverse_transmission(energy, strengths, gaps, mass=1.0):
    """1/T from the wave equation; gaps[j] separates scatterers j and j+1."""
    k = wave_number(energy, mass)
    psi, dpsi = 1.0 + 0j, 1j * k          # outgoing wave on the right
    for j in range(len(strengths) - 1, -1, -1):
        dpsi = dpsi - mass * strengths[j] / HB2_2M * psi
        if j > 0:
            c, s = np.cos(k * gaps[j - 1]), np.sin(k * gaps[j - 1])
            psi, dpsi = psi * c - dpsi * s / k, psi * k * s + dpsi * c
    return np.abs((psi + dpsi / (1j * k)) / 2)**2


def dilog(z):
    return spence(1 - z)


# ---------- example inputs (rough round values) ----------
E = 1.0            # eV above the subband bottom
g = 2.0            # eV angstrom
N = 8
gap_min = 4.0      # angstrom
k = wave_number(E)
window = np.pi / k
gap_mean = gap_min + window / 2
length = (N - 1) * gap_mean
zeta = g / (2 * HB2_2M * k)
T1 = 1 / (1 + zeta**2)
R1 = 1 - T1
rate = -np.log(T1)
assert abs(1 / inverse_transmission(E, [g], []) - T1) < 1e-12

# ---------- unequal scatterers: pair formula and phase averages ----------
gs = np.array([2.0, -3.5, 5.0])
zs = gs / (2 * HB2_2M * k)
Ts = np.array([1 / inverse_transmission(E, [x], []) for x in gs])
Rs = 1 - Ts
M = 256
grid = gap_min + window * (np.arange(M) + 0.5) / M
pair_inv = inverse_transmission(E, gs[:2], [grid])
r = -1j * zs / (1 + 1j * zs)
t = 1 / (1 + 1j * zs)
pair_amp = t[0] * t[1] / (1 - r[0] * r[1] * np.exp(2j * k * grid))
assert np.allclose(1 / pair_inv, np.abs(pair_amp)**2, atol=1e-12)
pair_log = -np.log(pair_inv)
pair_error = abs(pair_log.mean() - np.log(Ts[:2]).sum())
assert pair_error < 1e-10
assert abs(pair_log.var() - 2 * dilog(Rs[0] * Rs[1])) < 1e-10
assert abs((1 / pair_inv).mean() - 1 / (1 / Ts[0] + 1 / Ts[1] - 1)) < 1e-10

triple_inv = inverse_transmission(E, gs, [grid[:, None], grid[None, :]])
triple_log = -np.log(triple_inv)
triple_error = abs(triple_log.mean() - np.log(Ts).sum())
assert triple_error < 1e-10
var3 = 2 * dilog(Rs[0] * Rs[1]) + np.mean(2 * dilog((1 - 1 / pair_inv) * Rs[2]))
assert abs(triple_log.var() - var3) < 1e-9
assert abs((2 * triple_inv - 1).mean() / np.prod(2 / Ts - 1) - 1) < 1e-10

# ---------- incomplete phase window: predicted correction ----------
x, w = np.polynomial.legendre.leggauss(80)
half = window / 2
half_gaps = gap_min + half * (x + 1) / 2
half_log = np.sum(w / 2 * -np.log(inverse_transmission(E, gs[:2], [half_gaps])))
n = np.arange(1, 201)
phase_mean = (np.exp(2j * k * n * (gap_min + half))
              - np.exp(2j * k * n * gap_min)) / (2j * k * n * half)
correction = 2 * np.sum((r[0] * r[1])**n / n * phase_mean).real
assert abs(half_log - np.log(Ts[:2]).sum() - correction) < 1e-9
assert abs(correction) > 1e-3      # the case really departs from additivity

# ---------- incoherent chain: solve the balance of intensities ----------


def incoherent_inverse(count):
    """Unknowns: right-going F_0..F_count, then left-going B_0..B_count."""
    size = count + 1
    A = np.zeros((2 * size, 2 * size))
    b = np.zeros(2 * size)
    A[0, 0] = b[0] = 1.0                   # unit intensity enters
    A[1, 2 * size - 1] = 1.0               # nothing returns from the right
    for j in range(1, size):
        A[2 * j, j] = 1.0
        A[2 * j, j - 1] = -T1
        A[2 * j, size + j] = -R1
        A[2 * j + 1, size + j - 1] = 1.0
        A[2 * j + 1, j - 1] = -R1
        A[2 * j + 1, size + j] = -T1
    return 1 / np.linalg.solve(A, b)[count]


for count in (2, 8, 32):
    assert abs(incoherent_inverse(count) - 1 - count * (1 / T1 - 1)) < 1e-9

# ---------- random chains ----------
rng = np.random.default_rng(7)
samples = 40000


def random_gaps(count, width=window, size=samples):
    return gap_min + width * rng.random((count - 1, size))


table, medians = [], {}
for count in (2, 4, 8, 16, 32, 64):
    inv = inverse_transmission(E, [g] * count, random_gaps(count))
    logs = np.log(inv)
    error = logs.std() / np.sqrt(samples)
    assert abs(logs.mean() - count * rate) < 5 * error
    assert logs.var() < 1.03 * (count - 1) * 2 * dilog(R1)  # 3% sampling noise
    medians[count] = np.median(logs)
    table.append((count, R_UNIT * np.exp(count * rate),
                  R_UNIT * np.exp(logs.mean()), R_UNIT * np.exp(medians[count]),
                  R_UNIT * incoherent_inverse(count), logs.std()))
    if count == N:
        inv8, logs8, error8 = inv, logs, error
assert abs((medians[64] - medians[32]) / (32 * rate) - 1) < 0.05
mean_inv = ((2 / T1 - 1)**N + 1) / 2
assert abs(inv8.mean() - mean_inv) < 5 * inv8.std() / np.sqrt(samples)

# ---------- control: equal gaps inside an allowed band ----------
equal_gap = 5.0
bloch = np.cos(k * equal_gap) + zeta * np.sin(k * equal_gap)
assert abs(bloch) < 1
bound = 1 + zeta**2 / (1 - bloch**2)
equal_max = max(inverse_transmission(E, [g] * c, [equal_gap] * (c - 1))
                for c in range(1, 201))
assert equal_max <= bound * (1 + 1e-9)

# ---------- size of neglected effects ----------
few = 20000
test_gaps = random_gaps(N, size=few)


def geometric_resistance(inverse):
    return R_UNIT * np.exp(np.mean(np.log(inverse)))


def energy_averaged(energies, weights):
    total = np.zeros(few)
    for energy, weight in zip(energies, weights / weights.sum()):
        total += weight / inverse_transmission(energy, [g] * N, test_gaps)
    return geometric_resistance(1 / total)


def thermal(temperature):
    u = np.linspace(-10, 10, 81)
    return energy_averaged(E + KB * temperature * u, 1 / np.cosh(u / 2)**2)


cold = geometric_resistance(inverse_transmission(E, [g] * N, test_gaps))
warm30, warm300 = thermal(30.0), thermal(300.0)
bias = 0.1
xb, wb = np.polynomial.legendre.leggauss(24)
biased = energy_averaged(E + bias / 2 * xb, wb)
blocks = [inverse_transmission(E, [g] * (N // 2), random_gaps(N // 2))
          for _ in range(2)]
two_blocks = geometric_resistance(blocks[0] + blocks[1] - 1)
half_window = geometric_resistance(
    inverse_transmission(E, [g] * N, random_gaps(N, half)))
masses = {m: geometric_resistance(
    inverse_transmission(E, [g] * N, random_gaps(N), m)) for m in (0.5, 2.0)}
speed = 2 * HB2_2M * k / HBAR_EVFS
inelastic_time = 10.0
wire_width = 5.0
next_subband = 3 * HB2_2M * (np.pi / wire_width)**2
assert next_subband > E
kappa = np.sqrt((next_subband - E) / HB2_2M)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
read_field = bias / (length * 1e-8) / 1e6
breakdown = 5.0

# ---------- output ----------
print(f"Energy above subband bottom: {E:.2f} eV; mass: 1 electron mass")
print(f"Scatterer strength g: {g:.2f} eV angstrom; number N: {N}")
print(f"Wave number k: {k:.4f} 1/angstrom; zeta: {zeta:.4f}")
print(f"Gap range: {gap_min:.2f} to {gap_min + window:.2f} angstrom")
print(f"Gap window pi/k: {window:.3f} angstrom; mean gap: {gap_mean:.3f} angstrom")
print(f"Mean filament length: {length:.1f} angstrom = {length / 10:.2f} nm")
print(f"One scatterer: T = {T1:.4f}, R = {R1:.4f}, -ln T = {rate:.4f}")
print(f"Resistance unit h/(2e^2): {R_UNIT:.3f} kohm")
print("Unequal test strengths (eV angstrom):", *gs)
print("Their transmissions:", *[f"{v:.4f}" for v in Ts])
print(f"Pair: sum of ln T = {np.log(Ts[:2]).sum():.6f}, average = {pair_log.mean():.6f}")
print(f"Triple: sum of ln T = {np.log(Ts).sum():.6f}, average = {triple_log.mean():.6f}")
print(f"Pair variance of ln T: {pair_log.var():.6f}")
print(f"Pair T range over phase: {1 / pair_inv.max():.4f} to {1 / pair_inv.min():.4f}")
print(f"Half-window correction to pair average ln T: {correction:.4f}")
print(f"N=8 sum of -ln T: {N * rate:.4f}; sampled: {logs8.mean():.4f} +- {error8:.4f}")
print(f"N=8 standard deviation of ln T: {logs8.std():.3f}")
print(f"N=8 typical resistance, formula: {R_UNIT * np.exp(N * rate):.2f} kohm")
print(f"N=8 median resistance, sampled: {R_UNIT * np.median(inv8):.2f} kohm")
p10, p90 = R_UNIT * np.percentile(inv8, [10, 90])
print(f"N=8 10 to 90 percent range: {p10:.1f} to {p90:.1f} kohm")
print(f"N=8 mean resistance: formula {R_UNIT * mean_inv:.1f}, "
      f"sampled {R_UNIT * inv8.mean():.1f} kohm")
print(f"N=8 incoherent resistance: {R_UNIT * incoherent_inverse(N):.2f} kohm")
decay = gap_mean / rate
print(f"Decay length of typical T: {decay:.1f} angstrom = {decay / 10:.2f} nm")
print("Resistances in kohm; last column is standard deviation of ln T")
print("N  formula  sampled_geometric  median  incoherent  sd")
for row in table:
    print(f"{row[0]:2d} " + " ".join(f"{v:.5g}" for v in row[1:5]) + f" {row[5]:.3f}")
print(f"Equal gaps of {equal_gap:.1f} angstrom: largest resistance for N=1..200 "
      f"{R_UNIT * equal_max:.2f} kohm, bound {R_UNIT * bound:.2f} kohm")
print("Neglected effects, N=8, geometric-mean resistance:")
print(f"Same-sample reference at 0 K: {cold:.1f} kohm")
print(f"Thermal average at 30 K: {warm30:.1f} kohm; at 300 K: {warm300:.1f} kohm")
print(f"Bias window {bias:.1f} V at 0 K: {biased:.1f} kohm")
print(f"Coherence lost once, halfway: {two_blocks:.1f} kohm")
print(f"Half gap window: {half_window:.1f} kohm")
print(f"Mass 0.5: {masses[0.5]:.1f} kohm; mass 2: {masses[2.0]:.1f} kohm")
print(f"Speed: {speed:.2f} angstrom/fs; single transit: {length / speed:.1f} fs")
print(f"Rough inelastic time (input): {inelastic_time:.0f} fs")
print(f"Next subband for {wire_width:.0f} angstrom hard-wall square wire: "
      f"{next_subband:.2f} eV")
print(f"Its leakage factor over smallest gap: {np.exp(-2 * kappa * gap_min):.1e}")
for eps in (4, 20):
    print(f"Electron repulsion at mean gap, permittivity {eps}: "
          f"{coulomb / eps / gap_mean:.3f} eV")
print(f"Thermal energy at 300 K: {KB * 300:.4f} eV")
print(f"Read field: {read_field:.2f} MV/cm; rough breakdown (input): "
      f"{breakdown:.0f} MV/cm")
print("verified")
```

Running it gives:

```
Energy above subband bottom: 1.00 eV; mass: 1 electron mass
Scatterer strength g: 2.00 eV angstrom; number N: 8
Wave number k: 0.5123 1/angstrom; zeta: 0.5123
Gap range: 4.00 to 10.13 angstrom
Gap window pi/k: 6.132 angstrom; mean gap: 7.066 angstrom
Mean filament length: 49.5 angstrom = 4.95 nm
One scatterer: T = 0.7921, R = 0.2079, -ln T = 0.2331
Resistance unit h/(2e^2): 12.906 kohm
Unequal test strengths (eV angstrom): 2.0 -3.5 5.0
Their transmissions: 0.7921 0.5544 0.3787
Pair: sum of ln T = -0.822970, average = -0.822970
Triple: sum of ln T = -1.793911, average = -1.793911
Pair variance of ln T: 0.189767
Pair T range over phase: 0.2581 to 0.9075
Half-window correction to pair average ln T: 0.3612
N=8 sum of -ln T: 1.8646; sampled: 1.8675 +- 0.0060
N=8 standard deviation of ln T: 1.209
N=8 typical resistance, formula: 83.29 kohm
N=8 median resistance, sampled: 72.39 kohm
N=8 10 to 90 percent range: 18.7 to 463.1 kohm
N=8 mean resistance: formula 195.2, sampled 192.6 kohm
N=8 incoherent resistance: 40.01 kohm
Decay length of typical T: 30.3 angstrom = 3.03 nm
Resistances in kohm; last column is standard deviation of ln T
N  formula  sampled_geometric  median  incoherent  sd
 2 20.571 20.533 21.416 19.681 0.295
 4 32.786 32.798 28.908 26.456 0.652
 8 83.286 83.533 72.385 40.007 1.209
16 537.44 539.07 473.55 67.107 2.080
32 22380 22832 21008 121.31 3.303
64 3.8808e+07 3.6975e+07 3.617e+07 229.71 4.968
Equal gaps of 5.0 angstrom: largest resistance for N=1..200 17.81 kohm, bound 17.81 kohm
Neglected effects, N=8, geometric-mean resistance:
Same-sample reference at 0 K: 82.5 kohm
Thermal average at 30 K: 82.2 kohm; at 300 K: 69.3 kohm
Bias window 0.1 V at 0 K: 75.7 kohm
Coherence lost once, halfway: 57.2 kohm
Half gap window: 42.2 kohm
Mass 0.5: 26.5 kohm; mass 2: 1009.7 kohm
Speed: 5.93 angstrom/fs; single transit: 8.3 fs
Rough inelastic time (input): 10 fs
Next subband for 5 angstrom hard-wall square wire: 4.51 eV
Its leakage factor over smallest gap: 4.6e-04
Electron repulsion at mean gap, permittivity 4: 0.509 eV
Electron repulsion at mean gap, permittivity 20: 0.102 eV
Thermal energy at 300 K: 0.0259 eV
Read field: 0.20 MV/cm; rough breakdown (input): 5 MV/cm
verified
```
